Rescaling Remaining Waiting Times in Kinetic Monte Carlo on a Lattice, part 2

A molecule adsorbed on a surface may leave it or react, at rates that depend on whether the adjacent sites are occupied. When a neighbouring event changes these rates, the firing times already assigned to the molecule must be adjusted. Times are in seconds and rates in s⁻¹ unless stated otherwise. A clock of constant rate a has an exponential random waiting time with mean 1/a.

Let a pending event have the rate a > 0 and the scheduled firing time T. At an earlier time s another event fires and gives it the rate b > 0. The rescaling rule is

T′ = s + (a/b)(T − s).   (1)

It has been proved that a simulation using this rule has the same probability law as the Markov process defined by the rates. The rates must be constant between events, and b must not depend on the values of the pending firing times. A clock that has just fired is drawn afresh if its event is still possible. A clock whose rate falls to zero is discarded, and a fresh one is drawn if the event becomes possible again. Redrawing every changed clock is equally correct.

The probability p(x,t) of the lattice configuration x at time t obeys the master equation

dp(x,t)/dt = Σ_(y,j: y^j = x) a_j(y) p(y,t) − A(x) p(x,t).   (3)

Here a_j(x) is the rate of event j, x^j is the configuration it produces from x, and A(x) is the sum of all a_j(x).

The remaining time in units of its mean wait, Z = a(T − s) = b(T′ − s), is a unit exponential with mean one. If the rate b is given only to clocks with Z > ln 2, the mean of Z among them is instead

2 ∫_(ln 2)^∞ z e^(−z) dz = 2(ln 2 + 1)e^(−ln 2) = 1 + ln 2 ≈ 1.693,   (15)

and (1) no longer gives the right statistics.

## One changed clock and a reacting surface

In this half, a and b are the old and new rates of a pending event, T is its old firing time, and s is the time of the neighbouring event that changes the rate. The new firing time is T′ = s + (a/b)(T − s). Given the record of events, the rescaled remaining times are independent exponentials with the new rates, provided that the rates are constant between events and are not chosen by looking at the clocks. The master equation is the balance equation for the probabilities of all configurations, and it defines the statistics to be reproduced.

The smallest example has one pending event and one neighbouring event. Both clocks start at time zero, with rates a and c. If the neighbour fires first, the pending rate becomes b and stays there. The pending event can survive beyond t in two ways. Either neither event has happened by t, which has the probability e^(−(a+c)t), or the neighbour fired at some s < t and the pending event survived both before and after it. The second case has the density c e^(−cs) · e^(−as) · e^(−b(t−s)) in s. Adding the two cases gives

P(T′ > t) = e^(−(a+c)t) + c e^(−bt) ∫_0^t e^(−(a+c−b)s) ds
 = e^(−(a+c)t) + c[e^(−bt) − e^(−(a+c)t)]/(a + c − b).   (18)

At b = a + c the integral is t, and the second term becomes c t e^(−bt). Here T′ denotes the actual firing time in both cases, changed or not.

The mean of a positive random time is the integral of its survival probability from zero to infinity. Applied to (18), this gives

⟨T′⟩ = 1/(a+c) + [c/(a+c−b)] · [1/b − 1/(a+c)].

The last bracket equals (a+c−b)/[b(a+c)], so the difference a+c−b cancels:

⟨T′⟩ = 1/(a+c) + c/[b(a+c)] = (1 + c/b)/(a+c).   (19)

For a neighbour that hardly ever fires, c → 0, the mean is 1/a. For one that fires at once, c → ∞, it is 1/b.

The same example shows what goes wrong if the whole wait T is multiplied by a/b. Let b > a. Given that the neighbour fired first at s, the remaining time T − s is exponential with rate a. The wrongly scaled time (a/b)T lies before s if T < bs/a, that is, if T − s < (b−a)s/a. This has the probability 1 − e^(−(b−a)s). Given that the neighbour wins the race, s has the density (a+c)e^(−(a+c)s). Averaging over s gives the fraction of changed events that would be scheduled in the past:

1 − (a+c)/(a+c+b−a) = (b−a)/(b+c).   (20)

For numerical values, consider trimethylaluminium arriving on a surface covered with hydroxyl groups, as in the first half-cycle of low-temperature alumina deposition. The temperature is 320 K, the pressure 0.01 Torr and the time followed 1 ms. The energies, prefactor and site area below are rough or chosen values. They set up a model in the regime of this process and do not amount to a calculation of the real surface.

A site is open, holds an intact molecule, or has reacted. An intact molecule is bound by 0.60 eV and reacts over a barrier of 0.62 eV, both with a prefactor of 10¹³ s⁻¹. Reaction means the first exchange of a methyl group with a surface hydroxyl, and it is taken as irreversible. Each occupied neighbouring site, whether it holds an intact molecule or a reacted one, lowers the desorption energy by 0.03 eV and raises the reaction barrier by the same amount. At 320 K the thermal energy is kT = 0.02758 eV, so one neighbour changes the rates by the factor

g = exp(0.03/0.02758) = 2.968.   (21)

With the unrounded value of kT, an isolated molecule desorbs at the rate 10¹³ exp(−0.60 eV/kT) s⁻¹ = 3552 s⁻¹ and reacts at the rate 10¹³ exp(−0.62 eV/kT) s⁻¹ = 1720 s⁻¹. With one neighbour, desorption rises to 10,541 s⁻¹ and reaction falls to 579 s⁻¹. The adsorption rate of an open site is the gas-kinetic flux P/√(2πmkT) times the site area of 0.20 nm², where P is the pressure and m = 72.09 u is the mass of the monomer. It equals 4626 s⁻¹ if every molecule that strikes an open site is held there.

Now follow one molecule by hand. Suppose that a neighbour arrives at 120 µs and that a clock of the molecule was due to fire at 300 µs, so that 180 µs remain. If this is the desorption clock, a/b = 1/g. The remaining time becomes 180/2.968 = 60.6 µs, and the new firing time is 180.6 µs. If it is the reaction clock, a/b = g. The remaining time becomes 180 × 2.9681 = 534.3 µs, and the new firing time is 654.3 µs. One arrival thus brings desorption forward and puts reaction off.

With adsorption next door as the neighbouring event, c = 4626 s⁻¹, formula (19) gives for desorption

⟨T′⟩ = (1 + 4625.6/10541.3)/(3551.5 + 4625.6) s = 176.0 µs.

Applying (1) to a grid of 1500 × 1500 equally probable pairs of initial waiting times gives a mean of 175.9 µs. For the reaction clock the formula gives 1415.9 µs and the grid 1415.5 µs. A finite grid represents the continuous distribution only approximately, and both means agree with the formula to better than 0.1%. Scaling the whole wait of the desorption clock would put the fraction (10541.3 − 3551.5)/(10541.3 + 4625.6) = 0.461 of the changed events in the past, and the grid gives the same value.

Independence was tested by drawing 400,000 sets of three clocks, for desorption, reaction and a neighbouring adsorption, and keeping the sets in which the neighbour fired first. The total rate is 9897 s⁻¹. One test asks how often the neighbour's time exceeds 0.5 divided by this total rate while the rescaled desorption and reaction times exceed 0.7 and 0.6 of their new mean values. Independence requires e^(−0.5−0.7−0.6) = e^(−1.8) = 0.1653, and the sample gives 0.1646. About 187,000 sets were kept, so the standard error is about 0.0009 and the two values agree. In the same sample the rescaled desorption time has a mean of 1.000 in units of its new mean wait. If the clocks with more than ln 2 of these units left are picked out, their mean is 1.692, in agreement with the value 1 + ln 2 derived for a rate that is chosen by looking at the clock.

The lattice calculation puts six such sites on a ring, each with two neighbours, and starts with all of them open. There are 3⁶ = 729 configurations, few enough for the master equation to be solved numerically without random numbers. At 1 ms it gives a reacted fraction of 0.2811 and a fraction of 0.2053 holding intact molecules. The mean number of events per run is the time integral of the mean total rate, and it comes to 31.85.

The Monte Carlo calculation carries a clock for each active event. At each step the earliest clock fires and the site is updated. Clocks that have become impossible are removed, and newly possible ones are drawn. If the occupation of the site has changed, the desorption and reaction clocks of intact molecules next to it are rescaled. A reaction leaves the site occupied, so it does not change the neighbours' rates.

In 30,000 runs the rescaled clocks give a reacted fraction of 0.2813 ± 0.0008, an intact fraction of 0.2043 ± 0.0009 and 31.88 ± 0.04 events per run, where the uncertainties are standard errors. All three agree with the master equation. A sharper comparison uses the distribution over configurations at 1 ms. Configurations expected fewer than eight times are pooled, and the rest are compared one by one. The chi-square statistic is 479 for 461 degrees of freedom, and a correct simulation would exceed this value with a probability of 0.27. Redrawing the changed clocks, which the proof showed to be equally correct, gives 463 for the same number of degrees of freedom and a probability of 0.47.

Leaving the old firing times untouched gives a different result. The reacted fraction becomes 0.2954 ± 0.0008, about 5% above the master-equation value and some 18 standard errors away from it. Chi-square rises to 1866. Two errors compete in this scheme. A molecule that has more neighbours than when its clocks were drawn has a reaction clock that is too fast and a desorption clock that is too slow, while a molecule that has fewer neighbours than when they were drawn has the opposite faults. The calculation gives their net effect for these parameters, and the sign of that effect has not been derived here.

Rescaling and redrawing differ in their use of random numbers. After the initial draws, rescaling needs 1.466 fresh waiting times per event and redrawing needs 2.677, so rescaling saves about 45% of them in this example. The first figure can be checked by counting. Adsorption switches on two clocks, for desorption and reaction. Desorption switches on one, for adsorption. Reaction switches on none. Per run, the master equation gives 6 × 0.2811 = 1.687 reactions and leaves 6 × 0.2053 = 1.232 intact molecules. Every adsorbed molecule has desorbed, reacted or remained, so adsorptions exceed desorptions by 1.687 + 1.232 = 2.919. Together they make up 31.854 − 1.687 = 30.167 events. Hence there are 16.54 adsorptions and 13.62 desorptions, and the number of fresh draws per event is

(2 × 16.54 + 13.62)/31.85 = 1.466.   (22)

The saving counts random numbers and is not a measurement of computing time.

The reacted fraction corresponds to 0.2811/0.20 = 1.4 reacted molecules per nm² after 1 ms. This number belongs to the model, and its sensitivity to what the model leaves out can be estimated by changing one feature at a time in the master equation while the other settings are held fixed. A ring of seven sites gives 0.2806, and rings of eight to ten sites settle at 0.2807, so the last digit of the six-site value depends on the ring size but the change is small. Four neighbours per site, taken as the first and second neighbours on the same ring with 0.03 eV for each, give 0.1859, which is a far larger change. The figure depends on how the sites are connected: a periodic square lattice of 3 × 3 sites gives 0.193. Letting intact molecules hop to open neighbouring sites over a barrier of 0.45 eV, lowered by 0.03 eV for each occupied neighbour, gives 0.2859. If molecules paired in the gas do not adsorb, a rough estimate of the pairing leaves 75% of the pressure as single molecules, and the reacted fraction is 0.2631.

The reaction rate is a larger source of uncertainty than any of these features. Raising the barrier by 0.05 eV reduces the reacted fraction to 0.066, and lowering it by the same amount increases it to 0.568. The reaction transfers a proton, which may tunnel. With a rough barrier frequency of 1200 cm⁻¹, the Wigner correction multiplies the reaction rate by 2.21 and gives a reacted fraction of 0.42. That correction is the leading term for weak tunnelling, and a factor of 2.21 is too large for it to be reliable. The figure shows only that tunnelling can matter here, and the true effect for such a barrier may be considerably larger. A barrier fitted to a measured rate may already contain part of the effect.

After 1 ms only about 28% of the sites in the model have reacted, so 1.4 nm⁻² is not the growth of a complete cycle. The fraction of sites does not measure how far a real surface is from saturation. With every site reacted, the model would carry 10 methyl groups per nm², more than the roughly 7 per nm² that fit when methyl groups of radius 0.2 nm are close-packed, and the model contains no such steric limit. The model also assumes that the pressure is present in full from the first instant, whereas in real equipment it takes some time to build up. If the pressure instead approaches its final value with a time constant of 1 ms, the reacted fraction at 1 ms falls from 0.281 to 0.184, a reduction of about 35%. The assumed holding of every arriving molecule, the binding energy, the strength of the crowding and the desorption prefactor are further model choices, and each can change the reacted fraction considerably. Holding one arriving molecule in ten gives 0.094. A binding energy 0.05 eV weaker gives 0.168 and one 0.05 eV stronger gives 0.288. Removing the crowding gives 0.54. A desorption prefactor of 10¹³ s⁻¹ together with unit sticking corresponds to an adsorbed molecule that moves almost as freely as in a two-dimensional gas. A more localised molecule has a larger prefactor, and values of 10¹⁴ and 10¹⁵ s⁻¹ give 0.130 and 0.021, changes as large as those caused by the uncertainty in the barrier.

A rising pressure also changes how the clocks must be handled, though only in part. The adsorption rate then varies between events, so an adsorption time has to be drawn from the time integral of the rate. Desorption and reaction do not depend on the pressure in this model. Their rates remain constant between events, and (1) still applies to them without change.

One assumption concerns the theorem itself. A constant rate presumes that a site forgets the details of the last event before the next one happens. If the surface needs 10 ps to return to thermal equilibrium, the product of this time and the fastest rate of a single molecule, that of desorption with two neighbours, is 3 × 10⁻⁷. For these numbers the waiting times are far longer than the memory of the surface, and the description by constant rates is consistent. The other corrections alter the rates or the list of events. They change what the master equation predicts, but not the ability of rescaled clocks to reproduce it.

Computed results

```
temperature 320 K, pressure 0.010 Torr, pulse time 1.0 ms
binding 0.60 eV, reaction barrier 0.62 eV, crowding 0.03 eV
prefactor 1.0e+13 1/s, site area 0.20 nm^2, mass 72.09 u
thermal energy kT = 0.02758 eV
adsorption rate per open site = 4625.6 1/s
desorption rate, no neighbour = 3551.5 1/s; one neighbour = 10541.3 1/s
reaction rate, no neighbour = 1719.6 1/s; one neighbour = 579.4 1/s
crowding factor g = 2.9681, 1/g = 0.3369
hand example: neighbour at 120 us, old firing time 300 us, remaining 180 us
  desorption: new remaining 60.6 us, fires at 180.6 us
  reaction: new remaining 534.3 us, fires at 654.3 us
desorption clock with one neighbour event: mean firing time 175.9 us (map), 176.0 us (formula)
  scaling the whole wait puts 0.461 of the changed events in the past
reaction clock with one neighbour event: mean firing time 1415.5 us (map), 1415.9 us (formula)
joint survival of neighbour time and two rescaled clocks: 0.1646 sampled, 0.1653 product law
mean of b times new remaining time: 1.000; if b is given only to long waits: 1.692
lattice: 6 sites, 729 configurations, 30000 Monte Carlo runs per rule
master equation: reacted 0.2811, intact molecules 0.2053, events per run 31.854
rescale: reacted 0.2813 +- 0.0008, intact 0.2043 +- 0.0009
  events per run 31.883 +- 0.038, fresh draws per event 1.466
  chi-square 479.4 for 461 degrees of freedom, p = 0.27
redraw: reacted 0.2801 +- 0.0008, intact 0.2057 +- 0.0009
  events per run 31.857 +- 0.038, fresh draws per event 2.677
  chi-square 462.8 for 461 degrees of freedom, p = 0.47
keep: reacted 0.2954 +- 0.0008, intact 0.2024 +- 0.0009
  events per run 31.058 +- 0.037, fresh draws per event 1.462
  chi-square 1865.8 for 461 degrees of freedom, p = 6.9e-168
reacted molecules per area (master equation) = 1.405 nm^-2
reacted fraction when a neglected effect is put in:
  ring of 7 sites: 0.2806 (shift -4.3e-04)
  four neighbours per site: 0.1859
  hopping, barrier 0.45 eV, rate 8.18e+05 1/s: 0.2859
  pressure rising with time constant 1.0 ms: 0.1839
  gas dimers (0.88 eV, 1.85 meV/K), monomer share 0.75: 0.2631
  proton tunnelling (1200 1/cm), Wigner factor 2.21: 0.4206
  reaction barrier 0.05 eV higher / lower: 0.0658 / 0.5680
thermalisation time 10 ps times fastest site rate = 3.1e-07
```
